# Magnetic internal conversion with Dirac functions: finite nuclear size and penetration in M1: verification in Python

```python
"""Internal conversion coefficient (ICC) for magnetic multipoles, K shell, M1.

Result under test, for a filled subshell ki and photon wave number k:
  ICC = pi k e^2 sum_kf g(kf) |R_kf|^2,
  R_kf = integral (Pf Qi + Qf Pi) h_L(kr) dr,
  g = (2ji+1)(2jf+1)(ki+kf)^2/(L(L+1)) * threej(jf L ji; 1/2 0 -1/2)^2,
and its change when the electron penetrates the nuclear current.
P, Q: large and small radial Dirac functions; continuum per unit energy.
zeta = Z * fine-structure constant; R: radius of the uniform nuclear charge.
Internal units: hbar = m = c = 1 (length: reduced Compton wavelength).
"""
import numpy as np
from math import factorial, gamma as gamma_function
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn, spherical_yn
from sympy import Rational
from sympy.physics.wigner import wigner_3j

FINE = const.fine_structure
MC2 = const.m_e * const.c**2 / const.e / 1e3            # keV
COMPTON = const.hbar / (const.m_e * const.c) * 1e15     # fm


def hankel(l, x):
    return spherical_jn(l, x) + 1j * spherical_yn(l, x)


# ---------- angular functions, evaluated on a quadrature sphere ----------
def sphere(n):
    c, w = leggauss(n)
    phi = 2 * np.pi * np.arange(2 * n) / (2 * n)
    cc, pp = np.meshgrid(c, phi, indexing="ij")
    return cc, pp, np.repeat(w[:, None], 2 * n, axis=1) * np.pi / n


def ylm(l, m, c, phi):
    if abs(m) > l:
        return np.zeros_like(phi, dtype=complex)
    if m < 0:
        return (-1)**m * np.conj(ylm(l, -m, c, phi))
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, c) * np.exp(1j * m * phi)


def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def spinor(kappa, two_m, c, phi):
    l, m = orbital(kappa), two_m / 2
    plus = np.sqrt(max(l + 0.5 + m, 0) / (2*l + 1))
    minus = np.sqrt(max(l + 0.5 - m, 0) / (2*l + 1))
    up, down = (plus, minus) if kappa < 0 else (-minus, plus)
    return (up * ylm(l, (two_m - 1)//2, c, phi),
            down * ylm(l, (two_m + 1)//2, c, phi))


def vector_harmonic(L, M, c, phi):
    """Return the z, raising and lowering components of X_LM."""
    n = np.sqrt(L * (L + 1))
    return (M * ylm(L, M, c, phi) / n,
            np.sqrt(L*(L+1) - M*(M+1)) * ylm(L, M + 1, c, phi) / n,
            np.sqrt(L*(L+1) - M*(M-1)) * ylm(L, M - 1, c, phi) / n)


def weight(ki, kf, L):
    ji, jf = Rational(2*abs(ki) - 1, 2), Rational(2*abs(kf) - 1, 2)
    half = Rational(1, 2)
    three = wigner_3j(jf, L, ji, half, 0, -half)
    return float((2*ji+1) * (2*jf+1) * Rational((ki+kf)**2, L*(L+1)) * three**2)


def angular_strength(ki, kf, L, pf, qf, pi_, qi):
    """Sum over all substates of |psi_f^dagger alpha.X psi_i|^2, by quadrature."""
    c, phi, w = sphere(12)
    total = 0.0
    for M in range(-L, L + 1):
        xz, xp, xm = vector_harmonic(L, M, c, phi)

        def element(ka, ma, kb, mb):
            a, b = spinor(ka, ma, c, phi), spinor(kb, mb, c, phi)
            return np.sum(w * (np.conj(a[0]) * (xz*b[0] + xm*b[1])
                               + np.conj(a[1]) * (xp*b[0] - xz*b[1])))
        for mi in range(-2*abs(ki) + 1, 2*abs(ki), 2):
            for mf in range(-2*abs(kf) + 1, 2*abs(kf), 2):
                amp = (1j * pf * qi * element(kf, mf, -ki, mi)
                       - 1j * qf * pi_ * element(-kf, mf, ki, mi))
                total += abs(amp)**2
    return total


sample = (0.7, -0.4, 1.1, 0.3)
for ki, kf, L in [(-1, -1, 1), (-1, 2, 1), (-2, -2, 1), (-1, -2, 2), (-1, 3, 2)]:
    pf, qf, pi_, qi = sample
    formula = weight(ki, kf, L) * (2*L + 1) / (4*np.pi) * (pf*qi + qf*pi_)**2
    assert abs(angular_strength(ki, kf, L, *sample) / formula - 1) < 1e-10
assert angular_strength(-1, -2, 1, *sample) < 1e-20     # forbidden by parity

# ---------- retarded kernel and photon emission rate ----------
cg, pg, wg = sphere(40)
sg = np.sqrt(1 - cg**2)
unit = np.array([sg*np.cos(pg), sg*np.sin(pg), cg])
swirl = np.array([-unit[1], unit[0], 0*cg])             # z cross r
kt, shell = 1.3, 1.0
for radius in (0.4, 2.2):
    point = radius * np.array([0.6, 0.0, 0.8])
    dist = np.sqrt(np.sum((shell*unit - point[:, None, None])**2, axis=0))
    direct = np.sum(wg * swirl[1] * np.exp(1j*kt*dist) / dist)
    small, large = min(radius, shell), max(radius, shell)
    kernel = 4j*np.pi*kt * spherical_jn(1, kt*small) * hankel(1, kt*large)
    assert abs(direct / (kernel * 0.6) - 1) < 1e-9
xz, xp, xm = vector_harmonic(1, 0, cg, pg)
xcart = np.array([(xp + xm)/2, (xp - xm)/2j, xz])
moment = spherical_jn(1, kt) * np.sum(wg * np.sum(swirl * np.conj(xcart), axis=0))
flux = 0.0
for cn, wn in zip(*leggauss(16)):
    n = np.array([np.sqrt(1 - cn**2), 0.0, cn])
    phase = np.exp(-1j * kt * np.tensordot(n, unit, 1))
    far = np.array([np.sum(wg * s * phase) for s in swirl])
    flux += 2*np.pi*wn * np.sum(abs(np.cross(n, far))**2)
assert abs((kt/(2*np.pi)*flux) / (8*np.pi*kt*abs(moment)**2) - 1) < 1e-9

# ---------- radial Dirac solver: Gauss collocation on panels ----------
K = 10
xg, wgauss = leggauss(K)
leg = legvander(xg, K)
prim = np.array([xg + 1] + [(leg[:, m+1] - leg[:, m-1]) / (2*m + 1)
                            for m in range(1, K)]).T
SMAT = prim @ np.linalg.inv(leg[:, :K]) / 2
NODES, WTS = (xg + 1)/2, wgauss/2


def mesh(first, last, breaks=(), hmax=2.0):
    edges = [first]
    while edges[-1] < last:
        nxt = edges[-1] + min(0.3*edges[-1], hmax)
        inside = [b for b in breaks if edges[-1] < b < nxt]
        edges.append(min(inside) if inside else nxt)
    return np.array(edges)


def quadrature(edges):
    h = np.diff(edges)[:, None]
    return edges[:-1, None] + h*NODES, h*WTS


def potential(r, zeta, R):
    if R == 0:
        return -zeta / r
    return np.where(r < R, -zeta/(2*R)*(3 - (r/R)**2), -zeta/r)


def panels(edges, E, kappa, zeta, R):
    h = np.diff(edges)
    r, _ = quadrature(edges)
    v = potential(r, zeta, R)
    M = np.empty(r.shape + (2, 2))
    M[..., 0, 0], M[..., 0, 1] = -kappa/r, E - v + 1
    M[..., 1, 0], M[..., 1, 1] = -(E - v - 1), kappa/r
    A = np.eye(2*K) - np.einsum("n,ij,njab->niajb", h, SMAT, M).reshape(-1, 2*K, 2*K)
    b = np.array(np.broadcast_to(np.tile(np.eye(2), (K, 1)), (len(h), 2*K, 2)))
    Y = np.linalg.solve(A, b).reshape(-1, K, 2, 2)
    T = np.eye(2) + np.einsum("nj,njab,njbc->nac", h[:, None]*WTS, M, Y)
    return Y, T


def start(r, E, kappa, zeta, R):
    if R == 0:
        g = np.sqrt(kappa**2 - zeta**2)
        pair = [1, -zeta/(g - kappa)] if kappa < 0 else [zeta/(g + kappa), 1]
    else:
        v = float(potential(r, zeta, R))
        d = 2*abs(kappa) + 1
        pair = [1, -(E - v - 1)*r/d] if kappa < 0 else [(E - v + 1)*r/d, 1]
    return np.array(pair, dtype=float)


def continuum(edges, E, kappa, zeta, R):
    """Energy-normalized solution: values at nodes, start scale, end values."""
    Y, T = panels(edges, E, kappa, zeta, R)
    y, values = start(edges[0], E, kappa, zeta, R), []
    for Yn, Tn in zip(Y, T):
        values.append(Yn @ y)
        y = Tn @ y
    r = edges[-1]
    v = float(potential(r, zeta, R))
    a, b = E - v + 1, E - v - 1
    action = (a*y[1]**2 + b*y[0]**2 - 2*kappa*y[0]*y[1]/r) / np.sqrt(a*b - (kappa/r)**2)
    scale = 1 / np.sqrt(np.pi * action)
    return np.array(values)*scale, scale, y*scale


def bound_1s(edges, zeta, R):
    """Finite-nucleus 1s state by matching outward and inward solutions."""
    mid = int(np.searchsorted(edges, 1.0))

    def halves(E):
        Y, T = panels(edges, E, -1, zeta, R)
        y, left = start(edges[0], E, -1, zeta, R), []
        for n in range(mid):
            left.append(y)
            y = T[n] @ y
        z, right = np.array([1.0, -np.sqrt((1 - E)/(1 + E))]), []
        for n in range(len(T) - 1, mid - 1, -1):
            z = np.linalg.solve(T[n], z)
            right.append(z)
        return Y, y, z, left, right[::-1]

    def mismatch(E):
        _, y, z, _, _ = halves(E)
        return (y[0]*z[1] - y[1]*z[0]) / np.hypot(*y) / np.hypot(*z)
    e0 = np.sqrt(1 - zeta**2)
    E = brentq(mismatch, e0 - 1e-4, e0 + 5e-3, xtol=1e-15, rtol=1e-14)
    Y, y, z, left, right = halves(E)
    initial = left + [s * y[0]/z[0] for s in right]
    F = np.array([Yn @ s for Yn, s in zip(Y, initial)])
    _, w = quadrature(edges)
    scale = 1 / np.sqrt(np.sum(w[..., None] * F**2))
    return E, F*scale, scale


FINALS = (-1, 2)
G = {kf: weight(-1, kf, 1) for kf in FINALS}


def icc(radial, k):
    return np.pi * k * FINE * sum(G[q] * abs(radial[q])**2 for q in FINALS)


def point_case(zeta, k, last=600.0, hmax=2.0):
    edges = mesh(1e-12, last, hmax=hmax)
    r, w = quadrature(edges)
    g = np.sqrt(1 - zeta**2)
    ratio = -zeta / (1 + g)
    norm = np.sqrt((2*zeta)**(2*g + 1) / gamma_function(2*g + 1) / (1 + ratio**2))
    P = norm * r**g * np.exp(-zeta*r)
    out = {}
    for q in FINALS:
        F, _, _ = continuum(edges, g + k, q, zeta, 0)
        out[q] = np.sum(w * (F[..., 0]*ratio*P + F[..., 1]*P) * hankel(1, k*r))
    return out


def finite_case(zeta, k, R):
    edges = mesh(1e-4*R, 600.0, (R/2, R))
    nb = int(np.searchsorted(edges, 45.0))
    r, w = quadrature(edges[:nb + 1])
    E, B, sb = bound_1s(edges[:nb + 1], zeta, R)
    case = dict(E=E, r=r, w=w, start=edges[0], sb=sb, dens={}, sc={})
    for q in FINALS:
        F, case["sc"][q], _ = continuum(edges, E + k, q, zeta, R)
        F = F[:nb]
        case["dens"][q] = F[..., 0]*B[..., 1] + F[..., 1]*B[..., 0]
    case["NP"] = {q: np.sum(w * case["dens"][q] * hankel(1, k*r)) for q in FINALS}
    return case


# overall size in the limit binding << photon energy << m c^2
z_low, k_low = 5e-4, 0.01
low = icc(point_case(z_low, k_low, 3e4, 12.0), k_low)
low_ratio = low / (FINE * z_low**3 * (2/k_low)**2.5)
assert abs(low_ratio - 1) < 0.04     # corrections of order k and pi*zeta/p remain

# ---------- worked example: tungsten K shell ----------
Z, photon_keV, radius_fm = 74, 250.0, 7.0
zeta, k, R = Z*FINE, photon_keV/MC2, radius_fm/COMPTON
g1 = np.sqrt(1 - zeta**2)
point = point_case(zeta, k)
case = finite_case(zeta, k, R)
r, w, Ei = case["r"], case["w"], case["E"]
Ef = Ei + k
mom = np.sqrt(Ef**2 - 1)

# energy normalization against counted levels in a large box
box = mesh(1e-4*R, 150.0, (R,))
def end_value(E):
    return continuum(box, E, -1, zeta, R)[2][0]
grid = Ef + np.arange(19) * np.pi*mom/(Ef*150.0) / 4
vals = [end_value(E) for E in grid]
levels = [brentq(end_value, grid[i], grid[i+1]) for i in range(18)
          if vals[i]*vals[i+1] < 0][:3]
counted = 2 / (levels[2] - levels[0])
Fbox = continuum(box, levels[1], -1, zeta, R)[0]
box_norm = np.sum(quadrature(box)[1][..., None] * Fbox**2)
assert abs(box_norm/counted - 1) < 3e-3

# static finite-size shift: power law in the nuclear radius
shifts = []
for tiny in (5e-5, 1e-4):
    c = finite_case(zeta, k, tiny)
    assert abs(c["E"] - g1) < 1e-6
    shifts.append(1 - icc(c["NP"], k)/icc(point, k))
exponent = np.log(shifts[1]/shifts[0]) / np.log(2)
assert abs(exponent - (2*g1 - 1)) < 0.01


# ---------- penetration: full double integrals ----------
def shells(pairs):
    """Nuclear current on spherical shells, given as (radius, strength)."""
    top = sum(u * spherical_jn(1, k*np.minimum(r, a)) * hankel(1, k*np.maximum(r, a))
              for a, u in pairs)
    return top / sum(u * spherical_jn(1, k*a) for a, u in pairs)


inner = (hankel(1, k*r) * r**3 * spherical_jn(2, k*r)
         + spherical_jn(1, k*r) * (R**3*hankel(2, k*R) - r**3*hankel(2, k*r)))
volume = np.where(r < R, inner / (R**3*spherical_jn(2, k*R)), hankel(1, k*r))
u2 = -1.9
kernels = {"surface": shells([(R, 1.0)]), "volume": volume,
           "hindered": shells([(R, 1.0), (R/2, u2)])}
lam = {"surface": lambda n: 1.0, "volume": lambda n: 5/(n + 4),
       "hindered": lambda n: (1 + u2*0.5**n) / (1 + u2*0.5)}
full = {name: {q: np.sum(w*case["dens"][q]*ker) for q in FINALS}
        for name, ker in kernels.items()}


# power series of the radial functions inside the charged sphere, s = r/R
def inner_series(E, kappa, scale, nmax=24):
    p, q = np.zeros(nmax), np.zeros(nmax)
    a0, b0 = R*(E + 1) + 1.5*zeta, R*(E - 1) + 1.5*zeta
    lead = abs(kappa)
    (p if kappa < 0 else q)[lead] = 1.0
    for n in range(lead + 1, nmax):
        q3, p3 = (q[n-3], p[n-3]) if n >= 3 else (0.0, 0.0)
        p[n] = (a0*q[n-1] - 0.5*zeta*q3) / (n + kappa)
        q[n] = (-b0*p[n-1] + 0.5*zeta*p3) / (n - kappa)
    amplitude = scale * (R/case["start"])**lead
    return p*amplitude, q*amplitude


pb, qb = inner_series(Ei, -1, case["sb"])
ws = {}
for q in FINALS:
    pc, qc = inner_series(Ef, q, case["sc"][q])
    ws[q] = (np.convolve(pc, qb) + np.convolve(qc, pb))[:24]


def added(q, moments, nmax=23):
    return 1j/(k**2*R) * sum(3*ws[q][n]*moments(n)/((n - 1)*(n + 2))
                             for n in range(3, nmax + 1, 2))


for name in full:
    for q in FINALS:
        exact_change = full[name][q] - case["NP"][q]
        assert abs(exact_change/added(q, lam[name]) - 1) < 2e-3

# closed form of the leading s-s coefficient against the solver near the origin
slope_i, slope_f = case["sb"]/case["start"], case["sc"][-1]/case["start"]
v0 = -1.5*zeta/R
w3 = -slope_i*slope_f*(Ei + Ef - 2*v0 - 2)/3
near = int(np.searchsorted(r[:, 0], 0.01*R))
assert abs(case["dens"][-1][near, 0]/r[near, 0]**3/w3 - 1) < 1e-3

a_point, a_np = icc(point, k), icc(case["NP"], k)
a_full = {name: icc(full[name], k) for name in full}
t = {q: added(q, lambda n: 1.0, 3).imag for q in FINALS}
den = sum(G[q]*abs(case["NP"][q])**2 for q in FINALS)
b1 = sum(2*G[q]*t[q]*case["NP"][q].imag for q in FINALS) / den
b2 = sum(G[q]*t[q]**2 for q in FINALS) / den
lam_min = -b1/(2*b2)


def truncated(name, nmax):
    return icc({q: case["NP"][q] + added(q, lam[name], nmax) for q in FINALS}, k)


assert a_full["surface"] < a_np
assert abs(truncated("hindered", 5) - a_full["hindered"]) < \
    abs(truncated("hindered", 3) - a_full["hindered"])

u = 1/np.sqrt(MC2)
print(f"Nuclear charge Z = {Z}, Z*alpha_fs = {zeta:.5f}, gamma = {g1:.5f}")
print(f"Photon energy = {photon_keV:.1f} keV, nuclear radius = {radius_fm:.1f} fm")
print(f"Electron rest energy = {MC2:.3f} keV")
print(f"k*R = {k*R:.5f} (dimensionless)")
print(f"k e^2 = {k*FINE*MC2:.5f} keV")
print(f"1s binding, point nucleus = {(1-g1)*MC2:.4f} keV")
print(f"1s binding, extended nucleus = {(1-Ei)*MC2:.4f} keV")
print(f"Kinetic energy of the electron = {(Ef-1)*MC2:.4f} keV")
print(f"Electron momentum p c = {mom*MC2:.3f} keV")
for q in FINALS:
    print(f"kf = {q}: weight g = {G[q]:.6f}")
    for label, val in (("point", point[q]), ("extended, NP", case["NP"][q]),
                       ("surface current", full["surface"][q])):
        print(f"  R ({label}) = {val.real*u:.6f} {val.imag*u:+.6f} i keV^-1/2")
    part = np.pi*k*FINE*G[q]*abs(case["NP"][q])**2
    print(f"  part of ICC (extended, NP) = {part:.6f}")
    print(f"  leading penetration term at lambda=1: {t[q]*u:+.3e} i keV^-1/2")
print(f"ICC point nucleus = {a_point:.6f}")
print(f"ICC extended nucleus, no penetration (NP) = {a_np:.6f}")
print(f"Static change = {100*(a_np/a_point-1):.3f} %")
for name in full:
    print(f"ICC {name} current, full = {a_full[name]:.6f},"
          f" change from NP = {100*(a_full[name]/a_np-1):.3f} %")
    print(f"  lambda = {lam[name](3):.4f}; change with n=3 only:"
          f" {100*(truncated(name,3)/a_np-1):.3f} %,"
          f" n=3,5: {100*(truncated(name,5)/a_np-1):.3f} %")
print(f"Inner shell strength / outer in hindered case = {u2:.2f}, at R/2")
print(f"b1 = {b1:.6f}, b2 = {b2:.4e} (dimensionless)")
print(f"lambda at minimum ICC = {lam_min:.2f}, ICC/ICC_NP there ="
      f" {1+b1*lam_min+b2*lam_min**2:.4f}")
for x in (-100, 100):
    print(f"ICC/ICC_NP at lambda = {x}: {1+b1*x+b2*x*x:.4f} (n=3 only)")
print(f"Static-shift exponent: computed {exponent:.4f}, 2*gamma-1 = {2*g1-1:.4f}")
print(f"Box test: norm/counted level density = {box_norm/counted:.6f}")
print(f"Low-Z limit test (Z*alpha_fs={z_low}, photon={k_low} mc^2):"
      f" ratio = {low_ratio:.4f}")
print("OK")
```

Output:

```
Nuclear charge Z = 74, Z*alpha_fs = 0.54000, gamma = 0.84166
Photon energy = 250.0 keV, nuclear radius = 7.0 fm
Electron rest energy = 510.999 keV
k*R = 0.00887 (dimensionless)
k e^2 = 1.82434 keV
1s binding, point nucleus = 80.9104 keV
1s binding, extended nucleus = 80.8803 keV
Kinetic energy of the electron = 169.1197 keV
Electron momentum p c = 448.822 keV
kf = -1: weight g = 1.333333
  R (point) = 0.001030 +0.218431 i keV^-1/2
  R (extended, NP) = 0.001029 +0.201902 i keV^-1/2
  R (surface current) = 0.001029 +0.198544 i keV^-1/2
  part of ICC (extended, NP) = 0.311521
  leading penetration term at lambda=1: -3.822e-03 i keV^-1/2
kf = 2: weight g = 0.666667
  R (point) = -0.000444 -0.029295 i keV^-1/2
  R (extended, NP) = -0.000443 -0.029290 i keV^-1/2
  R (surface current) = -0.000443 -0.029277 i keV^-1/2
  part of ICC (extended, NP) = 0.003279
  leading penetration term at lambda=1: +1.382e-05 i keV^-1/2
ICC point nucleus = 0.367891
ICC extended nucleus, no penetration (NP) = 0.314799
Static change = -14.431 %
ICC surface current, full = 0.304522, change from NP = -3.265 %
  lambda = 1.0000; change with n=3 only: -3.712 %, n=3,5: -3.208 %
ICC volume current, full = 0.307232, change from NP = -2.404 %
  lambda = 0.7143; change with n=3 only: -2.659 %, n=3,5: -2.377 %
ICC hindered current, full = 0.180487, change from NP = -42.666 %
  lambda = 15.2500; change with n=3 only: -48.900 %, n=3,5: -41.804 %
Inner shell strength / outer in hindered case = -1.90, at R/2
b1 = -0.037473, b2 = 3.5457e-04 (dimensionless)
lambda at minimum ICC = 52.84, ICC/ICC_NP there = 0.0099
ICC/ICC_NP at lambda = -100: 8.2929 (n=3 only)
ICC/ICC_NP at lambda = 100: 0.7984 (n=3 only)
Static-shift exponent: computed 0.6829, 2*gamma-1 = 0.6833
Box test: norm/counted level density = 0.999914
Low-Z limit test (Z*alpha_fs=0.0005, photon=0.01 mc^2): ratio = 1.0104
OK
```
